# Monkhorst-Pack meshes, hexagonal symmetry and the graphene K point

**Setting.** A hexagonal lattice has in-plane reciprocal vectors $\mathbf b_1,\mathbf b_2$ of equal length $b$ at 120° to each other. Both are divided into $N$ steps. A mesh consists of the points

$$\mathbf k=u_1\mathbf b_1+u_2\mathbf b_2,\qquad u_i=\frac{n_i+s_i}{N},$$

with integers $n_i$ and a fixed shift $\mathbf s=(s_1,s_2)$, measured in steps. Points that differ by a reciprocal lattice vector count as one. Shifts that differ by integers therefore describe the same mesh.

## Part (a): the shift

**Question.** The Monkhorst-Pack rule is $u_r=(2r-N-1)/(2N)$, $r=1,\dots,N$, along each vector. Find $\mathbf s$ for odd and for even $N$.

**Answer.** For odd $N$, $(N+1)/2$ is an integer, so $u_r=[r-(N+1)/2]/N$ is an integer over $N$. Hence $\mathbf s=(0,0)$, and the mesh is Gamma-centred. For even $N$,

$$u_r=\frac{(r-N/2-1)+\tfrac12}{N},$$

where the bracket is an integer. Hence $\mathbf s=(\tfrac12,\tfrac12)$, and Gamma is absent.

## Part (b): symmetry

**Question.** Show that the even mesh is not invariant under rotations by 60° and 120°. How many of the 12 in-plane point operations of the lattice survive? Which shifts would preserve the rotations?

**Answer.** Put $\mathbf b_1$ at angle 0° and $\mathbf b_2$ at 120°. The vector $\mathbf b_1+\mathbf b_2$ has length $b$ and lies at 60°. A 60° rotation thus takes $\mathbf b_1\to\mathbf b_1+\mathbf b_2$ and $\mathbf b_2\to-\mathbf b_1$, so that

$$(u_1,u_2)\to M(u_1,u_2)=(u_1-u_2,\;u_1).$$

$M$ has integer entries and determinant 1, so it maps the integer pairs one-to-one onto themselves. The rotated mesh is a mesh with the same $N$ and shift $M\mathbf s$. It coincides with the old one if $M\mathbf s-\mathbf s$ is a pair of integers; otherwise the two have no point in common.

For the half shift, modulo integers,

$$(\tfrac12,\tfrac12)\to(0,\tfrac12)\to(\tfrac12,0)\to(\tfrac12,\tfrac12).$$

One step is a 60° rotation and two steps are a 120° rotation. Neither returns the original shift, so every mesh point leaves the mesh.

Each of the 12 operations maps the reciprocal lattice onto itself and hence permutes these three half shifts. The rotations connect all three, so the number of operations that fix one of them is $12/3=4$. They are the identity, the 180° rotation, the mirror that exchanges $u_1$ and $u_2$, and the product of the last two.

For a general shift, sixfold symmetry requires $(M-1)\mathbf s=(-s_2,\,s_1-s_2)$ to be integer. Then $s_2$ and $s_1$ are integers, and the mesh is Gamma-centred. Such a mesh keeps all 12 operations, because each acts as an integer matrix and leaves $\mathbf s=0$ in place.

For threefold symmetry, $M^2(u_1,u_2)=(-u_2,\,u_1-u_2)$, so $-s_1-s_2$ and $s_1-2s_2$ must be integers. Their sum, $-3s_2$, is then an integer too. The solutions are $(0,0)$, $(\tfrac13,\tfrac23)$ and $(\tfrac23,\tfrac13)$.

Nothing here used the parity of $N$: a half shift imposed on an odd mesh does the same damage. Nor does the basis matter. With $\mathbf b_1$ and $\mathbf b_1+\mathbf b_2$, at 60°, the half shift is another member of the same cycle. A half-step shift along the hexagonal axis does not break these symmetries, since in-plane operations do not touch it, although it moves the mesh off the plane that contains Gamma and K.

## Part (c): the zone corner

**Question.** Find the coordinates of K, and determine which Gamma-centred and which half-shifted meshes contain it.

**Answer.** A zone corner is equidistant from Gamma and two adjacent shortest reciprocal vectors, here $\mathbf b_1$ and $\mathbf b_1+\mathbf b_2$. Equal distance from 0 and $\mathbf G$ means $\mathbf k\cdot\mathbf G=|\mathbf G|^2/2$. With $\mathbf b_1\cdot\mathbf b_2=-b^2/2$, the two conditions are

$$u_1-\tfrac12u_2=\tfrac12,\qquad \tfrac12(u_1+u_2)=\tfrac12 .$$

Hence K $=(\tfrac23,\tfrac13)$. Applying $M$ gives K$'=(\tfrac13,\tfrac23)$, and applying it again gives K modulo integers. The six corners are therefore copies of these two points.

On a Gamma-centred mesh, K requires $2N/3$ and $N/3$ to be integers. This holds if and only if 3 divides $N$, and K$'$ gives the same condition. With unequal divisions, both must be multiples of three.

On a half-shifted mesh, the second coordinate of K requires $N/3=n+\tfrac12$, or $2N=3(2n+1)$. The left side is even and the right side odd, so K is never present. Nor is K$'=-$K, because this mesh is invariant under $\mathbf k\to-\mathbf k$.

## Part (d): the false gap of graphene

**Question.** Model the pi electrons of graphene by one orbital per atom and nearest-neighbour hopping $-t$, without overlap or explicit electron repulsion. The levels are $E=\pm t|f|$ with $f=1+e^{2\pi iu_1}+e^{2\pi iu_2}$, and the lower band is full. What gap does a Gamma-centred mesh show? Evaluate it for $N=10$ and $t=3$ eV.

**Answer.** If $f=0$, then $|1+e^{2\pi iu_1}|=1$, so $2+2\cos2\pi u_1=1$ and $u_1=\pm\tfrac13$ modulo 1. The third phase is then the complex conjugate of the second, which gives K and K$'$. The gap on the mesh vanishes if and only if 3 divides $N$.

Otherwise let $m$ be the integer nearest to $N/3$. The mesh point $(m/N,-m/N)$ is displaced from K$'\equiv(\tfrac13,-\tfrac13)$ by $\delta(1,-1)$ with $|\delta|=1/(3N)$. K$'$ lies at the centre of a small triangle of mesh points, and this is one of its corners, so no mesh point is nearer. There $f=1+2\cos(2\pi m/N)$, and

$$E_{\rm gap}=2t\left|1+2\cos\frac{2\pi m}{N}\right|.$$

Near K$'$ the energy grows linearly with distance, so for large $N$ the nearest points have the smallest gap. For smaller $N$ this is not proved here, but a full scan of the mesh confirms the formula for every $N$ up to 60. To first order in $\delta$, $1+2\cos(2\pi/3+2\pi\delta)\simeq-2\sqrt3\,\pi\delta$, hence

$$E_{\rm gap}\simeq\frac{4\pi t}{\sqrt3\,N}.$$

For $N=10$, $m=3$ and the gap is $6\times|1+2\cos108^\circ|=2.29$ eV. The leading estimate, 2.18 eV, is 5% below this mesh value. The model has no gap: 2.29 eV measures only how far the mesh stays from K. At $N=9$ and $N=12$ the mesh gap is zero. The even Monkhorst-Pack mesh with $N=12$ still shows 1.57 eV.

## Part (e): what reveals the lost symmetry

**Question.** Does the energy at the ideal geometry reveal the broken symmetry of the half-shifted mesh? Do the forces? Let the hopping vary with bond length as $t(d)=t\,e^{-\beta(d/d_0-1)}$, with $\beta=3$.

**Answer.** The energy does not reveal it directly. From

$$|f|^2=3+2\cos2\pi u_1+2\cos2\pi u_2+2\cos2\pi(u_1-u_2),$$

the substitution $M$ only permutes the three cosines. The three half-shifted meshes, which are rotated copies of one another, therefore give equal energies. Together with the Gamma-centred mesh of $N$ they form the Gamma-centred mesh of $2N$. Counting points gives $4E_\Gamma(2N)=E_\Gamma(N)+3E_{\rm half}(N)$, or

$$E_{\rm half}(N)=\frac{4E_\Gamma(2N)-E_\Gamma(N)}{3}.$$

For $N=4$ this is $[4(-9.4501)+9.5312]/3=-9.4231$ eV per cell. The infinite-mesh value is $-9.4476$ eV. The half-shifted mesh is in error by 0.025 eV and the Gamma-centred mesh with $N=4$ by 0.084 eV. A good energy is thus no evidence of a symmetric mesh.

For the forces, give the three bonds separate hoppings $t_j$ and phases $\theta_j=0,2\pi u_1,2\pi u_2$. With two spins,

$$E=-\frac{2}{N^2}\sum_{\mathbf k}|F|,\qquad F=\sum_jt_je^{i\theta_j}.$$

Differentiating $|F|^2=F^*F$ gives $\partial|F|/\partial t_j=\mathrm{Re}(e^{-i\theta_j}F/|F|)$. At equal hoppings, where $F=tf$,

$$\frac{\partial E}{\partial t_j}=-2p_j,\qquad p_j=\frac1{N^2}\sum_{\mathbf k}\mathrm{Re}\,\frac{e^{-i\theta_j}f}{|f|},$$

provided $f\ne0$ on the mesh. The $p_j$ are the pi bond orders. A 120° rotation changes the phases $(0,u_1,u_2)$, in units of $2\pi$, into $(0,-u_2,u_1-u_2)=(u_2,0,u_1)-u_2$. The common phase cancels in $p_j$, and the bonds are permuted cyclically. A mesh with this rotation has equal bond orders. The half-shifted mesh guarantees only $p_2=p_3$, through its mirror.

The case $N=2$ can be done by hand. The phase factors of bonds 2 and 3 are $\pm i$. Equal signs give $f=1\pm2i$, with contributions $1/\sqrt5$ to $p_1$ and $2/\sqrt5$ to $p_2$. Opposite signs give $f=1$, with contributions 1 and 0. Averaging,

$$p_1=\tfrac12\left(1+\tfrac1{\sqrt5}\right)=0.724,\qquad p_2=p_3=\tfrac1{\sqrt5}=0.447.$$

Now displace sublattice B by $\mathbf x d_0$, and let $\mathbf e_j$ be the unit vectors from an A atom to its B neighbours. To first order $\delta t_j=-t\beta\,\mathbf e_j\cdot\mathbf x$, so $\delta E=2t\beta\sum_jp_j\mathbf e_j\cdot\mathbf x$. Since $\mathbf e_1+\mathbf e_2+\mathbf e_3=0$ and $p_2=p_3$, the force on B is

$$\mathbf F_B=-\frac{2t\beta}{d_0}(p_1-p_2)\,\mathbf e_1 .$$

Threefold symmetry demands zero. For $N=4$ the half-shifted mesh gives $-18(0.4671-0.5517)=+1.52$ eV$/d_0$, which would lengthen bond 1. The force does not fall steadily with $N$ and changes sign: it is $-4.98$, $+0.094$, $-0.33$ and $+0.012$ eV$/d_0$ for $N=2$, 6, 8 and 12, so a small value at one $N$ does not show convergence. The error vanishes in the limit of an infinitely dense mesh, but on a coarse one a relaxation that does not impose the threefold symmetry on the forces would move the atoms away from their ideal positions. Averaging over the three rotated meshes removes the false force, at the price of three times as many points before any reduction by symmetry.

## Part (f): why K calls for smearing

**Question.** On a Gamma-centred mesh with $N$ a multiple of 3, compare the energy change under the same displacement when the lower level is always full and when Fermi smearing of width $kT$ is used.

**Answer.** At K and K$'$, $f=0$, and the displacement splits the levels to $\pm\varepsilon$ with $\varepsilon=|\sum_j\delta t_je^{i\theta_j}|$. Let $\phi_j=0,\pm120^\circ$ be the bond directions and $\phi$ that of $\mathbf x$, with $x=|\mathbf x|$. At one corner $\theta_j=\phi_j$, and

$$\sum_j\cos(\phi-\phi_j)e^{i\phi_j}=\tfrac12e^{i\phi}\cdot3+\tfrac12e^{-i\phi}\sum_je^{2i\phi_j}=\tfrac32e^{i\phi},$$

because the last sum vanishes. The other corner gives the complex conjugate. Hence $\varepsilon=\tfrac32t\beta x$ for every direction.

With the lower level full, two spins and two corners give

$$\delta E=-\frac{4\varepsilon}{N^2}=-\frac{6t\beta}{N^2}\,x .$$

The other mesh points add no linear term, by threefold symmetry. The energy has a kink at the ideal geometry, and the force there is undefined. For $N=6$ the slope is $-54/36=-1.5$ eV$/d_0$ outwards in every direction.

With smearing, the Fermi energy stays at zero because the levels are symmetric. The free energy of one corner, with spin, is

$$-2kT\left[\ln(1+e^{\varepsilon/kT})+\ln(1+e^{-\varepsilon/kT})\right]=-4kT\ln\left(2\cosh\frac{\varepsilon}{2kT}\right)\simeq-4kT\ln2-\frac{\varepsilon^2}{2kT}.$$

The expansion holds for $\varepsilon\ll kT$. The change is then quadratic, so the force at the ideal geometry is zero. At $\varepsilon=0$ both levels are half occupied. The numerical check with $kT=0.05$ eV prints a slope of $-0.01$ eV$/d_0$; this is a one-sided difference, so it retains half the curvature (second derivative) times the finite step of $10^{-4}d_0$. For $N=6$ the two corners alone give $-2\cdot\frac{\varepsilon^2}{2kT\,N^2x}=-\tfrac94\cdot81\cdot10^{-4}/(36\cdot0.05)=-0.010$ eV$/d_0$ at $x=10^{-4}$; the other mesh points bring the total to $-0.013$ eV$/d_0$.

That curvature sets a limit on the remedy. The two corners contribute $-\tfrac94t^2\beta^2x^2/(N^2kT)$, which grows as $kT$ is reduced at fixed $N$, as long as $\varepsilon\ll kT$; for $\varepsilon\gg kT$ the linear kink returns. Smearing makes the force well defined, but stiffness constants require the mesh and the smearing width to be converged together. The model holds only the pi energy, whose curvature under this displacement stays negative on a dense mesh (about $-73.5$ eV$/d_0^2$). The restoring force of the sigma bonds is absent, so the model shows the mesh error in the curvature but not a real stiffness constant.

## Computed values

```
hopping t = 3.0 eV; decay beta = 3.0 (no unit)
smearing width kT = 0.05 eV
K fractional coordinates = 0.666667, 0.333333
shifts kept by 60 deg rotation (twelfths of step): [(0, 0)]
shifts kept by 120 deg rotation (twelfths of step): [(0, 0), (4, 8), (8, 4)]
N=4: operations kept (count), Gamma 12, even MP 4
N=4: even MP points kept by 60 deg rotation = 0.0 %
N=6: operations kept (count), Gamma 12, even MP 4
N=6: even MP points kept by 60 deg rotation = 0.0 %
Gamma N=2: contains K False, gap = 6.0000 eV
Gamma N=3: contains K True, gap = 0.0000 eV
Gamma N=4: contains K False, gap = 6.0000 eV
Gamma N=5: contains K False, gap = 3.7082 eV
Gamma N=6: contains K True, gap = 0.0000 eV
Gamma N=9: contains K True, gap = 0.0000 eV
Gamma N=10: contains K False, gap = 2.2918 eV
Gamma N=11: contains K False, gap = 1.8583 eV
Gamma N=12: contains K True, gap = 0.0000 eV
leading gap estimate at N=10 = 2.1766 eV
even MP N=2: gap = 6.0000 eV
  bond orders p1, p2, p3 = 0.723607, 0.447214, 0.447214
  force on B along bond 1 = -4.975078 eV/d0
  energy: even MP -9.708204, Gamma -9.000000 eV/cell
even MP N=4: gap = 2.4853 eV
  bond orders p1, p2, p3 = 0.467059, 0.551726, 0.551726
  force on B along bond 1 = 1.524005 eV/d0
  energy: even MP -9.423065, Gamma -9.531153 eV/cell
even MP N=6: gap = 3.1058 eV
  bond orders p1, p2, p3 = 0.522002, 0.527235, 0.527235
  force on B along bond 1 = 0.094199 eV/d0
  energy: even MP -9.458828, Gamma -9.377802 eV/cell
even MP N=12: gap = 1.5663 eV
  bond orders p1, p2, p3 = 0.524514, 0.525165, 0.525165
  force on B along bond 1 = 0.011724 eV/d0
  energy: even MP -9.449069, Gamma -9.438572 eV/cell
Gamma N=8 energy = -9.450087 eV/cell
Gamma N=4 common bond order = 0.529508
Gamma N=6, lower level full: outward slopes along +bond 1, -bond 1 = -1.50, -1.50 eV/d0
Gamma N=6, smeared: outward slopes along +bond 1, -bond 1 = -0.01, -0.01 eV/d0
infinite-mesh energy = -9.447583 eV/cell
infinite-mesh bond order = 0.524866
```
